# Why Small Particles Cling Less Strongly Yet Are Harder to Wash Away: a program that tests the result

```python
"""Adhesion and near-wall drag of a sphere touching a flat wall.

Result under test: van der Waals adhesion = A R / (6 D^2), while the drag in
a wall shear flow u = G z is C_F mu G R^2. Drag/adhesion therefore grows as R,
and the shear rate that starts sliding or rolling falls as 1/R.
R: sphere radius, A: Hamaker constant, D: contact separation, mu: viscosity,
G: wall shear rate, C_F and C_T: pure numbers for drag and for torque about
the sphere centre. Rolling pivots on the edge of a patch of radius e R.
"""
import numpy as np
from scipy.constants import g as gravity
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq


def wall_stokeslet(points, sources):
    """Velocity tensor of unit point forces above a no-slip wall z=0, mu=1."""
    unit = np.eye(3)
    mirror = np.array([1.0, 1.0, -1.0])
    direct = points[:, None, :] - sources[None, :, :]
    image = points[:, None, :] - (sources * mirror)[None, :, :]
    height = sources[None, :, 2][..., None, None]

    def free_space(v):
        dist = np.linalg.norm(v, axis=-1)[..., None, None]
        return unit / dist + v[..., :, None] * v[..., None, :] / dist**3

    d = np.linalg.norm(image, axis=-1)[..., None, None]
    qi, qk = image[..., :, None], image[..., None, :]
    qz = image[..., 2][..., None, None]
    ez = unit[2]
    dipole = unit / d**3 - 3 * qi * qk / d**5
    doublet = ((-ez[:, None] * qk + unit * qz + qi * ez[None, :]) / d**3
               - 3 * qi * qk * qz / d**5)
    correction = 2 * height * mirror * (height * dipole - doublet)
    return (free_space(direct) - free_space(image) + correction) / (8 * np.pi)


def held_sphere(radius=1.0, gap=0.0, rings=40, per_ring=48):
    """Drag, torque about centre and surface velocity error for mu=G=1."""
    centre = radius + gap
    phi = 2 * np.pi * np.arange(per_ring) / per_ring
    c, s = np.cos(phi), np.sin(phi)
    zero = np.zeros_like(phi)
    # Three force patterns with the symmetry of a flow along x.
    patterns = np.stack([np.stack([c * c, c * s, zero], axis=1),
                         np.stack([-s * s, s * c, zero], axis=1),
                         np.stack([zero, zero, c], axis=1)], axis=2)
    theta = (np.arange(4 * rings) + 0.5) * np.pi / (4 * rings)
    side = radius * np.sin(theta)
    z = centre - radius * np.cos(theta)
    none = np.zeros_like(z)
    surface = np.concatenate([np.stack([side, none, z], axis=1),
                              np.stack([none, side, z], axis=1)])
    count = len(theta)
    columns, places = [], []
    for alpha in (np.arange(rings) + 0.5) * np.pi / rings:
        rho = 0.70 * radius * np.sin(alpha)
        level = centre - 0.25 * radius - 0.70 * radius * np.cos(alpha)
        ring = np.stack([rho * c, rho * s, zero + level], axis=1)
        flow = np.einsum('psij,sjm->pim', wall_stokeslet(surface, ring),
                         patterns)
        columns.append(np.concatenate([flow[:count, 0], flow[:count, 2],
                                       flow[count:, 0]]))
        places.append(ring)
    matrix = np.concatenate(columns, axis=1)
    target = np.concatenate([-z, none, -z])
    weights = np.linalg.lstsq(matrix, target, rcond=1e-12)[0]
    weights = weights.reshape(rings, 3)
    forces = np.einsum('sjm,rm->rsj', patterns, weights).reshape(-1, 3)
    sources = np.concatenate(places)
    drag = -forces[:, 0].sum()
    arm = sources - np.array([0.0, 0.0, centre])
    torque = -(arm[:, 2] * forces[:, 0] - arm[:, 0] * forces[:, 2]).sum()
    # Check no slip at surface points not used in the solution.
    random = np.random.default_rng(4)
    normal = random.normal(size=(60, 3))
    normal /= np.linalg.norm(normal, axis=1)[:, None]
    check = radius * normal + np.array([0.0, 0.0, centre])
    velocity = np.einsum('psij,sj->pi', wall_stokeslet(check, sources), forces)
    velocity[:, 0] += check[:, 2]
    return drag, torque, np.abs(velocity).max() / centre


# The point-force flow: no slip at wall, no divergence, and a Laplacian
# that is the gradient of a pressure.
source = np.array([[0.1, -0.2, 0.6]])
push = np.array([1.0, 0.6, -0.8])


def point_flow(x):
    return wall_stokeslet(x[None, :], source)[0, 0] @ push


def jacobian(function, x, step):
    return np.array([(function(x + step * e) - function(x - step * e))
                     / (2 * step) for e in np.eye(3)]).T


def laplacian(x, step=0.01):
    return sum(point_flow(x + step * e) + point_flow(x - step * e)
               - 2 * point_flow(x) for e in np.eye(3)) / step**2


place = np.array([1.2, 0.7, 1.9])
assert np.abs(point_flow(np.array([0.9, 0.4, 0.0]))).max() < 1e-14
velocity_gradient = jacobian(point_flow, place, 1e-3)
assert abs(np.trace(velocity_gradient)) < 1e-5 * np.abs(velocity_gradient).max()
pressure_curvature = jacobian(laplacian, place, 0.01)
assert (np.abs(pressure_curvature - pressure_curvature.T).max()
        < 0.01 * np.abs(pressure_curvature).max())

# Held sphere: accuracy, scaling, distant-wall limit and small gap.
C_F, C_T, slip_error = held_sphere()
coarse_F, coarse_T, _ = held_sphere(rings=30)
double_F, double_T, _ = held_sphere(radius=2.0)
far_F, _, _ = held_sphere(gap=9.0)
gap_F, _, _ = held_sphere(gap=0.01)
assert slip_error < 2e-3
assert abs(coarse_F / C_F - 1) < 2e-3 and abs(coarse_T / C_T - 1) < 2e-3
assert abs(C_F / (6 * np.pi) - 1.7005) < 2e-3   # known touching-sphere limit
assert abs(C_T / (4 * np.pi) - 0.9440) < 2e-3   # known touching-sphere limit
assert abs(double_F / C_F - 4) < 1e-3
assert abs(double_T / C_T - 8) < 2e-3
far_ratio = far_F / (6 * np.pi * 10)
assert abs(far_ratio - 1 / (1 - 9 / 160)) < 2e-3
assert abs(gap_F / C_F - 1) < 0.02
C_M = C_F + C_T

# Pair attraction -1/r^6 summed over a half-space of unit atom density.
atom_height = 1.3
atom_force = dblquad(lambda rho, z: 12 * np.pi * rho * z
                     / (rho**2 + z**2)**4,
                     atom_height, np.inf, 0, np.inf)[0]
assert abs(atom_force / (np.pi / (2 * atom_height**4)) - 1) < 1e-6

# Round model parameters in SI units.
A, D = 1e-20, 0.4e-9
mu, rho_liquid, excess_density = 1e-3, 1000.0, 1500.0
friction, patch_fraction = 0.3, 0.02
G = 3000.0
radii = np.array([0.05e-6, 0.5e-6, 5e-6])


def adhesion_integral(R):
    """Sum over sphere slices; t = log(1+s/D) resolves the near cap."""
    def slice_force(t):
        s = D * np.expm1(t)
        return (s / D) * ((2 * R - s) / D) * np.exp(-3 * t)
    return A / (2 * D) * quad(slice_force, 0, np.log1p(2 * R / D),
                              epsabs=0, epsrel=1e-10, limit=200)[0]


summed = np.array([adhesion_integral(R) for R in radii])
closed = 2 * A * radii**3 / (3 * D**2 * (D + 2 * radii)**2)
adhesion = A * radii / (6 * D**2)
assert np.allclose(summed, closed, rtol=1e-7, atol=0)
assert np.all(np.abs(summed / adhesion - 1) < 1.1 * D / radii)
assert abs(summed[2] / summed[1] - 10) < 0.02

drag = C_F * mu * G * radii**2
slide_rate = friction * A / (6 * D**2 * C_F * mu * radii)
roll_rate = patch_fraction * A / (6 * D**2 * C_M * mu * radii)
reynolds = rho_liquid * G * radii**2 / mu
weight = 4 / 3 * np.pi * radii**3 * excess_density * gravity
critical_radius = patch_fraction * A / (6 * D**2 * C_M * mu * G)


def excess_moment(R):
    """Flow moment from the doubled sphere minus full-integral adhesion."""
    flow_moment = (double_F * 2 + double_T) / 8 * mu * G * R**3
    return flow_moment - adhesion_integral(R) * patch_fraction * R


root_radius = brentq(excess_moment, 0.1e-6, 20e-6, xtol=1e-13)
assert abs(root_radius / critical_radius - 1) < 2e-3
assert excess_moment(radii[0]) < 0 and excess_moment(radii[1]) < 0
assert excess_moment(radii[2]) > 0
assert reynolds.max() < 0.1 and (weight / adhesion).max() < 0.01

print(f"Hamaker constant A = {A:.1e} J")
print(f"contact separation D = {D*1e9:.2f} nm")
print(f"viscosity = {mu*1e3:.2f} mPa s")
print(f"liquid density = {rho_liquid:.0f} kg/m^3")
print(f"particle excess density = {excess_density:.0f} kg/m^3")
print(f"friction coefficient f = {friction:.2f}")
print(f"patch radius / sphere radius e = {patch_fraction:.3f}")
print(f"wall shear rate G = {G:.0f} 1/s")
print(f"wall shear stress = {mu*G:.2f} Pa")
print(f"drag coefficient C_F = {C_F:.2f}")
print(f"C_F/(6 pi) = {C_F/(6*np.pi):.3f}")
print(f"torque coefficient C_T = {C_T:.2f}")
print(f"rolling coefficient C_F+C_T = {C_M:.2f}")
print(f"largest surface slip / speed at centre height = {slip_error:.1e}")
print(f"drag ratio on doubling R = {double_F/C_F:.3f}")
print(f"drag change for gap 0.01 R = {100*(gap_F/C_F-1):.2f} %")
print(f"drag / (6 pi mu R u_centre), centre at 10 R = {far_ratio:.4f}")
for k, R in enumerate(radii):
    print(f"--- radius R = {R*1e6:.2f} um ---")
    print(f"adhesion A R/(6 D^2) = {adhesion[k]*1e9:.3f} nN")
    print(f"full sum / linear law = {summed[k]/adhesion[k]:.4f}")
    print(f"liquid speed at centre height = {G*R*1e3:.3f} mm/s")
    print(f"drag = {drag[k]*1e9:.3e} nN")
    print(f"drag / adhesion = {drag[k]/adhesion[k]:.3e}")
    print(f"sliding threshold = {slide_rate[k]:.3e} 1/s")
    print(f"rolling threshold = {roll_rate[k]:.3e} 1/s")
    print(f"Reynolds number at G = {reynolds[k]:.2e}")
    state = "rolls" if excess_moment(R) > 0 else "stays"
    print(f"state at G: {state}")
print(f"largest weight / adhesion = {(weight/adhesion).max():.2e}")
print(f"critical radius from formula = {critical_radius*1e6:.3f} um")
print(f"critical radius from full balance = {root_radius*1e6:.3f} um")
print("all tests passed")
```

Output:

```
Hamaker constant A = 1.0e-20 J
contact separation D = 0.40 nm
viscosity = 1.00 mPa s
liquid density = 1000 kg/m^3
particle excess density = 1500 kg/m^3
friction coefficient f = 0.30
patch radius / sphere radius e = 0.020
wall shear rate G = 3000 1/s
wall shear stress = 3.00 Pa
drag coefficient C_F = 32.06
C_F/(6 pi) = 1.701
torque coefficient C_T = 11.87
rolling coefficient C_F+C_T = 43.93
largest surface slip / speed at centre height = 7.8e-05
drag ratio on doubling R = 4.000
drag change for gap 0.01 R = 0.55 %
drag / (6 pi mu R u_centre), centre at 10 R = 1.0592
--- radius R = 0.05 um ---
adhesion A R/(6 D^2) = 0.521 nN
full sum / linear law = 0.9920
liquid speed at centre height = 0.150 mm/s
drag = 2.404e-04 nN
drag / adhesion = 4.617e-04
sliding threshold = 1.949e+06 1/s
rolling threshold = 9.486e+04 1/s
Reynolds number at G = 7.50e-06
state at G: stays
--- radius R = 0.50 um ---
adhesion A R/(6 D^2) = 5.208 nN
full sum / linear law = 0.9992
liquid speed at centre height = 1.500 mm/s
drag = 2.404e-02 nN
drag / adhesion = 4.617e-03
sliding threshold = 1.949e+05 1/s
rolling threshold = 9.486e+03 1/s
Reynolds number at G = 7.50e-04
state at G: stays
--- radius R = 5.00 um ---
adhesion A R/(6 D^2) = 52.083 nN
full sum / linear law = 0.9999
liquid speed at centre height = 15.000 mm/s
drag = 2.404e+00 nN
drag / adhesion = 4.617e-02
sliding threshold = 1.949e+04 1/s
rolling threshold = 9.486e+02 1/s
Reynolds number at G = 7.50e-02
state at G: rolls
largest weight / adhesion = 1.48e-04
critical radius from formula = 1.581 um
critical radius from full balance = 1.581 um
all tests passed
```
